# Step Tolerance and Energy Balance for a Droplet Evaporating into Vacuum

A small liquid droplet evaporating into vacuum cools itself. If its evaporation coefficient is constant and its heat capacity per atom is at least \(2k\), its Hertz-Knudsen flux \(J\) falls at least as strongly as

\[
J(t)\le\frac{J_0}{1+t/\tau},\qquad
\tau=\frac{n r_0\,c\,kT_0^2}{3E_0^2J_0}. \tag{1}
\]

Here \(n\) is the number of atoms per volume of liquid, \(r_0\) the initial radius, \(c\) the liquid heat capacity per atom, \(k\) Boltzmann's constant, \(T_0\) the initial temperature and \(E_0\) the initial heat removed per escaping atom. For a zinc-like droplet of 2 µm radius starting at 850 K, \(\tau\) is 58 µs. After 1.25 ms the droplet is at 700 K and its flux has dropped by a factor of 31.

The setting treated here is the error tolerance per step of an adaptive integrator. Programs that propagate equations in time, electronic-structure programs among them, can offer such a setting. The droplet shows what it controls, and what an energy balance can and cannot say about the result.

## The flux and the heat it carries

The model has one temperature \(T\) for the whole droplet, constant \(n\) and \(c\), a monatomic ideal vapour of atomic mass \(m\), and no returning atoms. The evaporation coefficient \(\alpha\) is constant and independent of atomic speed.

In equilibrium with its vapour, the liquid emits as many atoms as it absorbs. If emission depends on the state of the liquid alone, it continues at the same rate when the vapour is removed. The vapour density at saturation pressure \(p\) is \(p/(kT)\), and the velocity component \(v\) normal to the surface has a Maxwell distribution, so

\[
J=\alpha\frac{p}{kT}\sqrt{\frac{m}{2\pi kT}}
\int_0^\infty v\,e^{-mv^2/2kT}\,dv .
\]

The integral equals \(kT/m\), which gives

\[
J=\frac{\alpha p(T)}{\sqrt{2\pi mkT}}. \tag{2}
\]

Fast atoms cross the surface more often, so the normal kinetic energy must be averaged with weight \(v\). With \(x^2=mv^2/2kT\), its mean is

\[
kT\,\frac{\int_0^\infty x^3e^{-x^2}dx}{\int_0^\infty xe^{-x^2}dx}
=kT\,\frac{1/2}{1/2}=kT .
\]

The two tangential components add \(kT/2\) each. An escaping atom therefore carries \(2kT\) on average.

Count energies from a vapour atom at rest, and let \(u=u_0+c(T-T_0)\) be the liquid energy per atom. The enthalpy of an ideal vapour atom is \(5kT/2\). Neglecting the small pressure-volume term of the liquid, the enthalpy of vaporization is \(L=5kT/2-u\). The heat taken from the droplet per escaping atom is instead

\[
E=2kT-u=L-\tfrac12kT. \tag{3}
\]

The difference \(kT/2\) arises because free effusion replaces evaporation at constant pressure. Inserting \(u\) gives the temperature dependence

\[
E(T)=E_0+(c-2k)(T_0-T). \tag{4}
\]

The vapour pressure must be consistent with the same energies. From (3), \(L=a-(c-5k/2)T\), where \(a=L_0+(c-5k/2)T_0\). The Clausius-Clapeyron equation for an ideal vapour, with the liquid volume neglected, is \(d\ln p/dT=L/(kT^2)\). Integrating the two terms of \(L\) from \(T_0\) to \(T\) gives

\[
\ln\frac{p}{p_0}=\frac ak\left(\frac1{T_0}-\frac1T\right)
-\left(\frac ck-\frac52\right)\ln\frac T{T_0}. \tag{5}
\]

## The coupled equations

The droplet holds \(N=4\pi r^3n/3\) atoms and loses \(4\pi r^2J\) per unit time. Since \(dN/dt=4\pi r^2n\,dr/dt\),

\[
\frac{dr}{dt}=-\frac Jn. \tag{6}
\]

Its energy \(Nu\) falls by \(2kT\) for each atom that leaves:

\[
\frac{d(Nu)}{dt}=2kT\frac{dN}{dt}.
\]

Expanding the left side as \(Nc\,dT/dt+u\,dN/dt\) and moving the second term to the right gives \(Nc\,dT/dt=E\,dN/dt\). Dividing by \(Nc\), with surface over atom number equal to \(3/(nr)\),

\[
\frac{dT}{dt}=-\frac{3JE}{nrc}. \tag{7}
\]

Time can be eliminated. The energy equation is \(dN/N=c\,dT/E\), while (4) gives \(dT=-dE/(c-2k)\). For \(c\ne2k\), integration yields

\[
\frac N{N_0}=\left(\frac E{E_0}\right)^{-c/(c-2k)}. \tag{8}
\]

For \(c=2k\), \(E\) is constant and the result is \(N/N_0=\exp[-c(T_0-T)/E_0]\). For small cooling both forms give a lost fraction of about \(c(T_0-T)/E_0\): the sensible heat given up pays for the evaporation.

Equation (8) fixes \(r(T)\). Equation (7) then gives the elapsed time as one integral,

\[
t(T)=\int_T^{T_0}\frac{n\,r(T')\,c}{3J(T')E(T')}\,dT'. \tag{9}
\]

This provides a reference for the time obtained by stepping.

## Why the flux falls as it does

Take the logarithm of (2) and differentiate. The pressure contributes \(L/(kT^2)\) and the factor \(T^{-1/2}\) contributes \(-1/(2T)\):

\[
\frac{d\ln J}{dT}=\frac{L-kT/2}{kT^2}=\frac E{kT^2}.
\]

The energy that sets the cooling also sets the sensitivity of the flux. Using (7),

\[
\frac{d}{dt}\frac1J
=-\frac1J\frac{E}{kT^2}\frac{dT}{dt}
=\frac{3E^2}{nrckT^2}. \tag{10}
\]

At the start the right side is \(1/(J_0\tau)\). Later it is larger by the factor

\[
g=\left(\frac{E}{E_0}\right)^2\left(\frac{T_0}{T}\right)^2\frac{r_0}{r}. \tag{11}
\]

For \(c\ge2k\), \(E\) does not decrease on cooling, while \(T\) and \(r\) both fall, so \(g\) grows from 1. The condition is sufficient, not necessary: by (4), \(E/T=[E_0+(c-2k)T_0]/T-(c-2k)\), which rises on cooling whenever \(E_0+(c-2k)T_0>0\). Integrating (10) with its smallest value and with its current value brackets the flux:

\[
\frac{J_0}{1+g(t)\,t/\tau}\le J(t)\le\frac{J_0}{1+t/\tau}. \tag{12}
\]

Two limits follow. For \(t\ll\tau\), the flux drops by the fraction \(t/\tau\) and an isothermal calculation is adequate. At later times, the upper bound gives

\[
Jt<J_0\tau=\frac{nr_0ckT_0^2}{3E_0^2}. \tag{13}
\]

This ceiling contains neither the vapour pressure nor \(\alpha\). At fixed \(T_0\), \(E_0\), \(c\), \(n\) and \(r_0\), a more volatile droplet starts with a larger flux but throttles itself sooner.

At constant \(T_0\), (6) would give complete evaporation after \(t_{\rm iso}=nr_0/J_0\). Comparing the two times,

\[
\frac{\tau}{t_{\rm iso}}=\frac{c}{3k}\left(\frac{kT_0}{E_0}\right)^2. \tag{14}
\]

The ratio is small when \(kT_0\ll E_0\) and \(c\) is a few \(k\). An isolated droplet of this kind cannot sustain its initial flux for more than a small part of its isothermal lifetime, whatever its radius.

## What the tolerance controls

The integrator advances \(y=(r,T,Q)\), where \(Q\) is the energy carried away and \(dQ/dt=4\pi r^2J\,2kT\). Write the three rates as \(f(y)\). One step of length \(h\) of the Bogacki-Shampine pair is

\[
\begin{aligned}
k_1&=f(y),\qquad k_2=f(y+\tfrac12hk_1),\\
k_3&=f(y+\tfrac34hk_2),\\
y_{\rm new}&=y+\tfrac h9(2k_1+3k_2+4k_3),\\
k_4&=f(y_{\rm new}).
\end{aligned}
\]

Here the subscripted \(k_i\) are rates, not Boltzmann's constant. The new value is third-order accurate. Its weights sum to 1 and meet the remaining conditions:

\[
\tfrac13\cdot\tfrac12+\tfrac49\cdot\tfrac34=\tfrac12,\quad
\tfrac13\cdot\tfrac14+\tfrac49\cdot\tfrac9{16}=\tfrac13,\quad
\tfrac49\cdot\tfrac34\cdot\tfrac12=\tfrac16 .
\]

A second result with weights \(7/24,\,1/4,\,1/3,\,1/8\) is second-order accurate: the weights sum to 1, and \(\tfrac14\cdot\tfrac12+\tfrac13\cdot\tfrac34+\tfrac18=\tfrac12\). Subtracting it from the first result gives the error estimate

\[
\delta=h\left(-\tfrac5{72}k_1+\tfrac1{12}k_2+\tfrac19k_3-\tfrac18k_4\right).
\]

Divide the components of \(\delta\) by \(r_0\), \(T_0\) and \(N_0kT_0\), take the largest magnitude, and divide by the tolerance \(\epsilon\). Call the result \(e\). A step is accepted if \(e\le1\); otherwise it is repeated with a shorter \(h\). Because \(\delta\) scales as \(h^3\), the next length is

\[
h_{\rm next}=0.9\,h\,e^{-1/3}, \tag{15}
\]

with the change limited to factors between 0.2 and 4. The factor 0.9 is a safety margin. On the last step, a root search in \(h\) lands on the stopping temperature.

The tolerance therefore limits an estimated error per step, not the error of the final answer. For small steps, \(h\propto\epsilon^{1/3}\), so the number of steps grows as \(\epsilon^{-1/3}\). The third-order result has a local error of order \(h^4\); accumulated over a number of steps proportional to \(1/h\), this gives a final error of order \(h^3\), hence proportional to \(\epsilon\).

The growth of the steps follows from the throttling. With the coefficients in (10) frozen, \(J=J_0/(1+t/\tau)\). Near \(T_0\), the flux varies as \(\exp[(T-T_0)/\theta]\) with \(\theta=kT_0^2/E_0\), and the cooling rate is \(\theta/(t+\tau)\). Each further time derivative brings another factor \(1/(t+\tau)\). The leading error estimate is then proportional to \(h^3/(t+\tau)^3\), and holding it constant requires

\[
h\propto t+\tau. \tag{16}
\]

The step count consequently grows as \(\ln(1+t/\tau)\), not as \(t\).

## What the energy balance checks

The quantity

\[
N(r)\,u(T)+Q \tag{17}
\]

should keep its initial value. It is nonlinear in \(r\) and \(T\), so finite steps do not preserve it automatically, and its drift measures integration error. Had \(N\) and the total liquid energy \(U=Nu\) been the integrated variables, the balance would have been the linear sum \(U+Q\). Its two rates cancel at every stage, so a Runge-Kutta step of any length would preserve it up to rounding. A perfect balance would then say nothing about accuracy.

The balance also has a blind spot. Dividing (7) by (6) gives \(dT/dr=3E/(rc)\), from which \(J\) has disappeared. A wrong \(\alpha\) or a wrong pressure prefactor leaves the energy books intact while the times are wrong. The time needs a separate reference, here (9).

## A zinc-like droplet

The inputs are rough values for liquid zinc: density 6.5 g/cm³, \(c=3.8k\), vapour pressure 7 Torr and \(L_0=1.20\) eV at 850 K. The radius is 2 µm and \(\alpha=1\). The run stops at 700 K, just above freezing. The results are sensitive to \(L_0\): a value of 1.23 eV, closer to thermochemical data for zinc, changes \(\tau\) from 58 to 55 µs, the time to 700 K from 1.25 to 1.30 ms and the flux reduction factor from 31 to 34. The full history is in the numerical output below.

At 850 K, \(kT_0=0.0732\) eV, so \(E_0=1.200-0.0366=1.163\) eV. The initial flux is \(1.043\times10^{21}\) atoms/(cm² s), and the initial cooling rate is 0.929 K/µs. The temperature drop that lowers the flux appreciably is \(\theta=kT_0^2/E_0=53.5\) K. Combining the definition of \(\tau\) with (7),

\[
\tau=\frac{\theta}{|dT/dt|_0}
=\frac{53.5\ \text{K}}{0.929\ \text{K/µs}}
=57.6\ \text{µs}.
\]

The isothermal lifetime is 11.5 ms, so \(\tau\) is 0.5 % of it, in agreement with (14).

After 91 µs the droplet has cooled to 800 K and the flux is 37 % of \(J_0\). Reaching 700 K takes 1.25 ms, when 3.2 % of the initial flux remains. There (12) gives a lower bound of 2.9 % and an upper bound of 4.4 %. The product \(Jt\) has reached 0.70 of its ceiling \(J_0\tau\).

The droplet has lost 4.1 % of its atoms. The small-cooling estimate gives \(3.8k\times150\ \text{K}/E_0=0.0491/1.163=4.2\,\%\). At a fixed 850 K, the same 1.25 ms would have removed

\[
1-\left(1-\frac{1.250}{11.478}\right)^3=29\,\%.
\]

Cooling has reduced the loss by a factor of seven at equal initial conditions and equal time.

## Choosing the tolerance

Three runs differ in tolerance alone. The time error is relative to integral (9); the balance error is the drift of (17) divided by \(N_0c(T_0-T)\).

| Tolerance | Steps | Time error | Balance error |
|---|---:|---:|---:|
| \(10^{-5}\) | 29 | \(1.3\times10^{-4}\) | \(2.4\times10^{-6}\) |
| \(10^{-7}\) | 109 | \(1.6\times10^{-6}\) | \(2.9\times10^{-8}\) |
| \(10^{-9}\) | 483 | \(1.7\times10^{-8}\) | \(3.1\times10^{-10}\) |

Each hundredfold tightening lowers both errors by a factor between 80 and 100, close to the predicted proportionality. The last one multiplies the steps by 4.4, against the predicted \(100^{1/3}=4.6\). The earlier factor is 3.8. Much of this shortfall comes from the start: the first step is \(10^{-3}\tau\) and can grow only fourfold per step, which adds a few steps to the short runs. With a first step already matched to the tolerance, the counts are 25, 106 and 482, and the factors are 4.2 and 4.5.

In the tightest run the step grows from 0.739 µs at \(t=\tau\) to 8.74 µs at the end, a factor of 11.8. Equation (16) predicts \((1250+58)/(2\times58)=11.3\). Equal steps short enough to meet the tolerance at the start, about 0.43 µs, would number about 2900 instead of 483. Compared at a similar final error the saving is smaller: about 830 equal steps of 1.5 µs give a time error of \(2.0\times10^{-8}\).

For this droplet, a tolerance of \(10^{-5}\) is sufficient for physical predictions: its time error of 0.013 % is far below the effects neglected by the model. Tighter values are useful for testing the equations, because errors should then fall in proportion to the tolerance. An error that stops falling well above rounding level points to a fault in the equations, in the reference, or in a part of the program that the tolerance does not control, such as a coarse search for the stopping temperature.

The balance error should not be read as the time error, which is more than fifty times larger in each of these runs. Two deliberate changes show the difference between the checks. Using \(L\) instead of \(E\) in the cooling law gives a balance error of 2.7 %, which no tightening can cure. Its size is close to \(kT/(2L)\) at the middle of the temperature range, 2.8 % at 775 K: each lost atom is charged \(L\) of sensible heat but removes only \(E=L-kT/2\). Setting \(\alpha=0.5\) doubles the time but leaves the balance error at \(3.1\times10^{-10}\).

The doubling follows from the equations. With \(r=r_0\rho\) and \(t=r_0s/\alpha\), both \(r_0\) and \(\alpha\) disappear from the equations for \(\rho(s)\) and \(T(s)\). At a fixed initial temperature, the time to a given temperature scales as \(r_0/\alpha\). A second run with doubled radius also takes twice as long. An error in \(p_0\) acts like an error in \(\alpha\), so a vapour pressure wrong by a factor of two makes the times wrong by the same factor, at any tolerance.

## The model beside a real zinc source

Zinc is evaporated in vacuum to metallize films, and a source can eject droplets. The assumption most at risk is that nothing returns. Close to the source, the droplet moves through vapour whose incoming flux supplies atoms and heat. For the calculated history to hold down to 700 K, that incoming flux must be well below 3 % of \(J_0\), since the droplet itself emits at just 3.2 % there. In a denser plume, cooling stalls at a higher temperature. The calculation therefore applies only once the incoming flux is small compared with the droplet's own emission and stays so, with the temperature and radius at that point as \(T_0\) and \(r_0\). If the plume thins more slowly than an isolated droplet would cool, this point may not be reached above 700 K.

For a droplet in good vacuum, the other effects considered here are estimated at a few per cent or less:

- **Radiation.** With a rough emissivity of 0.2 and cold surroundings, radiative loss is 0.3 % of evaporative cooling at the start and 4 % at 700 K. Including it shortens the time from 1.250 to 1.221 ms, or by 2.3 %. The emissivity of a micrometre-sized sphere may differ from that of a flat surface.
- **Vapour collisions.** The initial free path is about 36 µm, a rough estimate from the formula for an equilibrium gas, with half the saturated vapour density and a collision cross-section of 0.5 nm². The ratio of radius to free path, 0.06, suggests that returning atoms are a correction of a few per cent at most in order of magnitude.
- **Internal temperature difference.** For uniform cooling, the heat crossing radius \(x\) is the fraction \(x^3/r^3\) of the surface loss. With surface heat flux \(q\) and conductivity \(\kappa\), the gradient is \(-qx/(\kappa r)\), and the centre is hotter than the surface by \(qr/(2\kappa)\). This is 0.04 K at the start, so one temperature suffices.
- **Curvature.** Surface tension \(\gamma\) raises the pressure in the droplet by \(2\gamma/r\). With volume \(1/n\) per atom, the vapour pressure rises by the fraction \(2\gamma/(nkTr)\), here 0.1 %.
- **Thermal contraction.** Cooling shrinks the radius by about 0.75 %, while evaporation removes 1.4 %. The listed radius is therefore a measure of the remaining mass; the geometric radius at 700 K is smaller.

Below the freezing point the equations need the heat of fusion and the properties of the solid, or those of a supercooled liquid. A contaminated surface may also have \(\alpha<1\). If \(\alpha\) stays constant, this lengthens the times by the factor \(1/\alpha\). If it varies with temperature, \(d\ln\alpha/dT\) must be added to the flux derivative, and bound (1) no longer follows without a further condition.

## Values computed for the example and the checks

```
INPUTS (rough values for liquid zinc)
atomic mass 65.4 u
liquid density 6.50 g/cm3
heat capacity per atom 3.80 k
start and stop temperature 850 K, 700 K
vapour pressure at start 7.00 Torr
enthalpy of vaporization at start 1.200 eV
initial radius 2.00 um; evaporation coefficient 1
START OF THE RUN
liquid atomic density 5.9853e+22 cm^-3
mean energy of an escaping atom 2.000000 kT
heat removed per atom E0 1.1634 eV
initial flux J0 1.0429e+21 atoms/(cm2 s)
initial evaporative heat flux 194.39 W/cm2
initial cooling rate 0.9286 K/us
throttling time tau 57.634 us
HISTORY: T (K), t (us), r (um), J/J0, lower and upper bound
825     34.40 1.99532 0.61748 0.60999 0.62621
800     90.75 1.99067 0.36933 0.35590 0.38841
775    186.20 1.98605 0.21332 0.20031 0.23637
750    353.97 1.98145 0.11855 0.10897 0.14002
725    661.19 1.97687 0.06314 0.05718 0.08018
700   1249.77 1.97232 0.03207 0.02879 0.04408
END OF THE RUN
time to stop 1.2498 ms
flux reduction factor J0/J 31.18
J t/(J0 tau) 0.6955
atoms lost with cooling 4.094 %
atoms lost in same time at fixed T0 29.24 %
full lifetime at fixed T0 11.478 ms
ALGORITHM: tolerance, steps, rejected, time error, balance error
1e-05    29   0 1.34e-04 2.36e-06
1e-07   109   0 1.64e-06 2.91e-08
1e-09   483   0 1.72e-08 3.07e-10
step at t = tau, tightest run 0.7391 us
last full step, tightest run 8.7400 us
balance error if L replaces E 2.710 %
time ratio for alpha = 0.5 2.000000
balance error for alpha = 0.5 3.07e-10
time ratio for doubled radius 2.000000
NEGLECTED EFFECTS (rough inputs)
emissivity 0.20; conductivity 50 W/(m K)
surface tension 0.75 N/m; expansion 1.5e-04 /K
collision cross-section 0.50 nm2
radiation/evaporation heat at start 0.305 %
radiation/evaporation heat at stop 4.28 %
time to stop with radiation 1.2211 ms
atoms lost with radiation 4.041 %
vapour free path at start 35.6 um
radius/free path at start 0.0562
centre-to-surface difference at start 0.0389 K
curvature rise of vapour pressure 0.107 %
radius loss by evaporation 1.384 %
radius loss by thermal contraction 0.750 %
```
